The Breit Hamiltonian for two spin-1/2 particles of arbitrary masses and moments

**What the fixed-centre equation misses**

Put the reduced mass into the Dirac equation for a charge in a fixed Coulomb field, and the ground state of a two-body atom comes out as one level. If both particles carry spin ½ and a magnetic moment, there are two levels. For the model pair worked out below they lie 179 GHz apart, and the 2P shell has four levels where the Dirac equation gives two. The fixed centre has no magnetic moment, carries no current and has no relativistic kinetic energy of its own. These effects must be added with the right coefficients, since several of them have the same size.

I start with a fixed centre, give the particle an arbitrary moment, and then let the centre move.

Units are ħ = c = 1. Particle i has mass mᵢ, charge qᵢ, spin sᵢ = σᵢ/2 and magnetic moment gᵢqᵢsᵢ/(2mᵢ). The Coulomb energy is κ/r with κ = q₁q₂/4π, so κ = −α for opposite unit charges.

**Stage 1. A Dirac particle and a fixed charge**

A positive-energy spinor normalized to u†u = 1 is

u(p) = N (χ, σ·p χ/(E+m)), N² = (E+m)/(2E).

For small p, N ≈ 1 − p²/8m², and the lower part is σ·p χ/2m. When the momentum changes from p to p′ = p + k, the charge density in units of q is

u′†u = 1 − (p² + p′²)/8m² + (σ·p′)(σ·p)/4m².

Use (σ·a)(σ·b) = a·b + iσ·(a×b), together with p² + p′² − 2p·p′ = k² and p′×p = k×p:

ρ = 1 − k²/8m² + i s·(k×p)/2m².

Multiply by the Coulomb kernel 4πκ/k². To return to position space, integrate with e^{ik·r} d³k/(2π)³, keeping p on the right. Then 4π/k² becomes 1/r, ik becomes a gradient acting on it, and a constant becomes δ(r). Since ∇(1/r) = −r/r³ and L = r×p, the corrections are

−(πκ/2m²) δ(r) − (κ/2m²) L·s/r³.

The first is the Darwin term. The kinetic energy √(m²+p²) − m adds −p⁴/8m³.

*Limit: the Dirac levels.* Take κ = −α, with lengths in 1/(mα) and shifts in α⁴m. I keep a general reduced mass μ in the wave functions for later use; here μ = 1. The radial functions are

1S: R = 2μ^{3/2} e^{−μr}
2P: R = (μ⁵/24)^{1/2} r e^{−μr/2}.

With ∫₀^∞ rⁿe^{−ar}dr = n!/aⁿ⁺¹, they give

1S: ⟨1/r⟩ = μ, ⟨1/r²⟩ = 2μ², |ψ(0)|² = μ³/π
2P: ⟨1/r⟩ = μ/4, ⟨1/r²⟩ = μ²/12, ⟨1/r³⟩ = μ³/24.

The Schrödinger equation gives p²ψ = 2μ(E₀ + 1/r)ψ, with E₀ = −μ/2 or −μ/8. The squared norm of p²ψ is therefore

1S: ⟨p⁴⟩ = 4μ²(μ²/4 − μ² + 2μ²) = 5μ⁴
2P: ⟨p⁴⟩ = 4μ²(μ²/64 − μ²/16 + μ²/12) = 7μ⁴/48.

At μ = 1 the 1S shift is −5/8 + 1/2 = −1/8. For 2P, L·s is 1/2 at j = 3/2 and −1 at j = 1/2, so the shifts are

j = 3/2: −7/384 + 1/96 = −1/128
j = 1/2: −7/384 − 1/48 = −5/128.

The Dirac energy is m[1 + α²/(n−d)²]^{−1/2}, where K = j + 1/2 and d = K − √(K²−α²) ≈ α²/2K. Its term of order α⁴ is m(−1/(2Kn³) + 3/(8n⁴)), which gives the same three numbers.

**Stage 2. An arbitrary magnetic moment**

For g ≠ 2, write a = (g−2)/2 and use the vertex

Γ^μ = γ^μ + (ia/2m) σ^{μν}k_ν.

Here a is constant. A particle with structure also has form-factor slopes, which add further contact terms not included here. The energy component of k is dropped: in the current it would give a term smaller than the magnetic one by about v².

For the density, iσ^{0j} = −αⱼ and the lower component kⱼ is minus the vector component. The extra density is thus (a/2m) u′†γ⁰α·k u. The matrix α·k links upper and lower parts, and γ⁰ reverses the sign in the lower row:

(a/4m²)[(σ·k)(σ·p) − (σ·p′)(σ·k)]
= (a/4m²)[−k² + 2iσ·(k×p)].

The first term uses k·p − p′·k = −k²; the second uses p′×k = −k×p. Adding this to Stage 1 multiplies both old corrections by 1 + 2a = g − 1:

ρ = 1 − (g−1)k²/8m² + i(g−1) s·(k×p)/2m².

*Limit: a slow classical moment.* A moment moving through an electric field 𝓔 sees the magnetic field −v×𝓔. With q𝓔 = −∇V, its energy is (g/2m²) s·(∇V×p). Thomas precession, at the rate ½ a_c×v for acceleration a_c = −∇V/m, contributes −(1/2m²) s·(∇V×p). The sum has the factor g − 1. The precession is kinematic, so it does not scale with g.

**Stage 3. The centre moves**

A moving particle also has a current. Its Dirac part is

u′†αu = [σ(σ·p) + (σ·p′)σ]/2m.

The products are σ(σ·p) = p + ip×σ and (σ·p′)σ = p′ − ip′×σ. Their sum is p + p′ + iσ×k. In the Pauli part, σ^{ij} = ε_{ijl}Σ_l, and the lowered kⱼ again supplies a minus sign, so the addition is iaσ×k/2m. As 1 + a = g/2 and σ = 2s,

j = (p+p′)/2m + i g s×k/2m.

The first term is convection and the second is the current of a magnetized body.

Now choose the centre-of-mass frame: p₁ = p, p₂ = −p, r = r₁ − r₂. Particle 1 receives k and particle 2 receives −k. The density of particle 2 keeps its form because k×p contains two sign changes. Its current reverses. With P = (p+p′)/2,

j₁ = P/m₁ + i g₁ s₁×k/2m₁
j₂ = −P/m₂ − i g₂ s₂×k/2m₂.

In Coulomb gauge the densities interact instantaneously through 4πκρ₁ρ₂/k². The currents exchange a transverse photon. Second-order perturbation theory has two time orderings, according to which particle emits, and gives

−(4πκ/2k)[1/(k+Δ₁) + 1/(k+Δ₂)] (j₁·j₂)_T.

The subscript T means that components along k are removed, and Δᵢ is the change in energy of particle i. For the photons that carry the Breit energy in an atom, k is of order μα and Δᵢ is of order μα² or less, so replacing the bracket by 2/k neglects a relative correction of order α. With free-particle energies the first correction to the bracket is −(Δ₁+Δ₂)/k². It vanishes on the energy shell and is odd under p ↔ p′, so it drops out of an expectation value. In a bound state, however, the denominators are measured from the bound energy E: after particle 1 emits, the intermediate state lies above E by k + p′²/2m₁ + p²/2m₂ + κ/r − E, and likewise with 1 and 2 exchanged. The kinetic parts of the two orderings add to (p² + p′²)/2μ, which is even under p ↔ p′, so the symmetry no longer removes the linear term. Acting on ψ, p²/2μ − E equals −κ/r, so these parts together with −2E would cancel the two potential terms if the currents commuted with κ/r. The convection current contains p and does not commute with it, and that commutator is what remains of the linear term. It is not the whole correction: for soft photons with k of order μα² the excitation energy is as large as k, the bracket cannot be expanded, and these photons contribute at the same order through a Bethe logarithm. This is the first limit on accuracy: retardation can correct the Breit energy at one power of v rather than two. Its coefficient is not computed here.

The treatment keeps one-photon exchange between positive-energy states. Repeated Coulomb exchange is already contained in the Schrödinger wave function; other multiphoton processes are left out. The particles are distinguishable and are not each other's antiparticles, so there is no exchange or annihilation term.

Multiply out −(j₁·j₂)_T. Three identities simplify it:

P² − (P·k)²/k² = p² − (p·k)²/k²
P·(s×k) = s·(k×p)
(s₁×k)·(s₂×k) = k²s₁·s₂ − (s₁·k)(s₂·k).

The first two hold because P = p + k/2 differs from p only along k. The transverse kernel is then

(4πκ/m₁m₂k²){p² − (p·k)²/k² + (i/2)(g₁s₁+g₂s₂)·(k×p) − (g₁g₂/4)[k²s₁·s₂ − (s₁·k)(s₂·k)]}.

To it belong the corrections from ρ₁ρ₂, one set from each particle:

−(πκ/2)[(g₁−1)/m₁² + (g₂−1)/m₂²]
+ (4πiκ/k²)[(g₁−1)s₁/(2m₁²) + (g₂−1)s₂/(2m₂²)]·(k×p).

Products of two corrections are of order v⁴ and are dropped.

*Limit: m₂ → ∞ at fixed g₂.* The transverse kernel vanishes, as do the density corrections of particle 2. Stage 2 is recovered.

**Stage 4. Position space**

Let n = r/r. Two transforms are still needed.

*Orbit-orbit.* Since ∇²r = 2/r, the function r has transform −8π/k⁴. A constant added to r does not matter, because two derivatives follow: ∂ᵢ∂ⱼr = (δᵢⱼ − nᵢnⱼ)/r has transform 8πkᵢkⱼ/k⁴. Half of this, subtracted from δᵢⱼ/r, gives

4π(δᵢⱼ − kᵢkⱼ/k²)/k² → (δᵢⱼ + nᵢnⱼ)/2r.

The right side has zero divergence: ∂ᵢ(δᵢⱼ/r) = −nⱼ/r², while ∂ᵢ(rᵢrⱼ/r³) = 4rⱼ/r³ − 3rⱼ/r³ = nⱼ/r². One factor p may therefore be moved to the left without a commutator, and the operator has no ordering ambiguity.

*Spin-spin.* Away from the origin ∂ᵢ∂ⱼ(1/r) = (3nᵢnⱼ − δᵢⱼ)/r³, whose angular average is zero. Over a small ball, however, Gauss's theorem gives

∫∂ᵢ∂ⱼ(1/r)d³r = −∮nᵢnⱼdΩ = −(4π/3)δᵢⱼ.

There is thus a point term, and

4πkᵢkⱼ/k² → (4π/3)δᵢⱼδ(r) − (3nᵢnⱼ − δᵢⱼ)/r³.

Here the 1/r³ part is integrated over angles first. Define

T = 3(s₁·n)(s₂·n) − s₁·s₂.

The spin-spin kernel becomes

−(κg₁g₂/4m₁m₂)[(4π − 4π/3) s₁·s₂ δ(r) + T/r³].

Spin-orbit terms follow the rule of Stage 1: (4πi/k²) s·(k×p) → −L·s/r³. Collecting everything, with 1/μ = 1/m₁ + 1/m₂,

H = p²/2μ + κ/r − (p⁴/8)(1/m₁³ + 1/m₂³)
 + κ{−D δ(r) − S s₁·s₂ δ(r)
 + O pᵢ[(δᵢⱼ + nᵢnⱼ)/r]pⱼ
 − (b₁L·s₁ + b₂L·s₂)/r³ − t T/r³}.

The coefficients are

D = (π/2)[(g₁−1)/m₁² + (g₂−1)/m₂²] (spin-independent contact)
S = 2πg₁g₂/(3m₁m₂) (spin-spin contact)
O = 1/(2m₁m₂) (orbit-orbit)
b₁ = (g₁−1)/(2m₁²) + g₁/(2m₁m₂) (spin-orbit, particle 1)
b₂ = (g₂−1)/(2m₂²) + g₂/(2m₁m₂) (spin-orbit, particle 2)
t = g₁g₂/(4m₁m₂) (tensor).

Each spin-orbit coefficient has two origins. The part with g−1 comes from the particle's own motion through the electric field. The part with g comes from the magnetic field made by the other particle's motion, and involves no Thomas precession.

*Limit: two separated moments.* Put Mᵢ = gᵢqᵢsᵢ/2mᵢ. Then −κtT/r³ equals [M₁·M₂ − 3(M₁·n)(M₂·n)]/(4πr³), the classical dipole energy.

*Limit: a heavy nucleus with a fixed moment.* Let m₂ → ∞ with g₂/m₂ fixed. D and b₁ tend to their fixed-centre values, O vanishes, and b₂ → g₂/(2m₁m₂). S, b₂ and t survive and form the magnetic hyperfine interaction.

The corrections are meant for first-order perturbation theory. Attractive 1/r³ and δ terms cannot simply be added to the potential and the Schrödinger equation solved afresh: in a trial state of radius R they scale as −1/R³, against 1/R² for the kinetic energy, so the energy would fall without bound as R shrinks. The p⁴ term, being negative, fails at high momentum too.

**Stage 5. A pair with comparable masses**

Take a model pair with m₁ equal to the electron mass, m₂ = 4m₁, opposite unit charges, g₁ = 2 and g₂ = 3. In units of m₁, μ = 4/5 = 0.8, so μ³ = 0.512 and μ⁴ = 0.4096. Lengths are in 1/(m₁α) and shifts in α⁴m₁c², which corresponds to 350.38 GHz. The coefficients, in units of 1/m₁², are

D = (π/2)(1 + 2/16) = 1.7671
S = 2π·6/12 = 3.1416
O = 1/8 = 0.125
b₁ = 1/2 + 2/8 = 0.75
b₂ = 2/32 + 3/8 = 0.4375
t = 6/16 = 0.375.

One more mean is needed. Integration by parts turns the orbit-orbit form into ∫(|∇ψ|² + |∂ψ/∂r|²)/r d³r, or radially

B = ∫[2R′² + l(l+1)R²/r²] r dr.

For 1S, B = 8μ⁵∫r e^{−2μr}dr = 2μ³. For 2P,

B = (μ⁵/24)∫[2(1−μr/2)² + 2] r e^{−μr}dr
= (μ⁵/24)(4 − 4 + 3)/μ² = μ³/8.

*The 1S levels.* With κ negative, the contact terms raise the energy for positive D and S·s₁·s₂, and the orbit-orbit term lowers it:

kinetic: −(1/8)(1 + 1/64)·5·0.4096 = −0.260
orbit-orbit: −0.125·2·0.512 = −0.128
contact: Dμ³/π = 0.5625·0.512 = 0.288.

Their sum is −0.100. The spin-spin contact adds (Sμ³/π) s₁·s₂ = 0.512 s₁·s₂. Let F be the total angular momentum. For F = 0, s₁·s₂ = −3/4; for F = 1, it is 1/4:

F = 0: −0.100 − 0.384 = −0.484, or −169.6 GHz
F = 1: −0.100 + 0.128 = 0.028, or 9.8 GHz.

The splitting is 0.512, or 179.4 GHz. It exceeds each of the spin-independent terms in magnitude. With a mass ratio of four, hyperfine structure is no small addition to fine structure.

*The 2P spin matrix.* The contact terms vanish because ψ(0) = 0. The spin-independent shift is

−(1/8)(1 + 1/64)(7/48)·0.4096 − 0.125·0.064
= −0.007583 − 0.008000 = −0.015583.

The rest is ⟨1/r³⟩ = 0.512/24 = 0.021333 times the angular mean of b₁L·s₁ + b₂L·s₂ + tT.

Let S⃗ = s₁ + s₂ and J⃗ = L + S⃗. Split the spin-orbit operator as

½(b₁+b₂) L·S⃗ + ½(b₁−b₂) L·(s₁−s₂).

In the triplet, L·S⃗ = −2, −1, 1 for J = 0, 1, 2. For the tensor, (s·n)² = 1/4 gives T = ½[3(S⃗·n)² − S⃗²]. Describe a triplet spin state by a vector e, such that S⃗·n gives zero when e is along n and (S⃗·n)² = 1 when e is perpendicular to n. The J = 0 state has e along n, so T = −1. The J = 1 states have e perpendicular to n, so T = 1/2. The trace of T over the triplet vanishes, hence −1 + 3/2 + 5T = 0 and T = −1/10 for J = 2. In the singlet both T and L·S⃗ vanish.

The difference s₁ − s₂ changes singlet into triplet. In the singlet, (s₁−s₂)² = 3/2 + 3/2 = 3, shared equally by three components, so each has mean square 1. Acting on the singlet P state, L·(s₁−s₂) gives a triplet P state with J = 1 and squared norm L² = 2. The coupling is √2, up to a phase that does not affect the energies.

For J = 0 and J = 2 there is no mixing:

J = 0: −0.015583 + 0.021333(−1.1875 − 0.375) = −0.048917
J = 2: −0.015583 + 0.021333(0.59375 − 0.0375) = −0.003717.

For J = 1 the matrix has diagonal elements d and 0 and coupling x:

d = 0.021333(−0.59375 + 0.1875) = −0.008667
x = 0.021333·0.3125/√2 = 0.004714.

Its eigenvalues are d/2 ± √(d²/4 + x²) = −0.004333 ± 0.006403. The four levels are

J = 0: −0.04892, or −17.1 GHz
J = 1, lower: −0.02632, or −9.2 GHz
J = 1, upper: −0.01351, or −4.7 GHz
J = 2: −0.00372, or −1.3 GHz.

The triplet weight of a J = 1 level is the derivative of its energy with respect to d. For the upper level this is ½[1 + (d/2)/√(d²/4 + x²)] = 0.16. That level is mostly singlet, yet calling it a pure singlet would miss a visible admixture. The coupling is proportional to b₁ − b₂, so it vanishes for equal masses and equal g factors.

*Limit: back to the fixed centre.* Set b₂ = t = 0. Then d and x are −b₁/2 and b₁/√2 times ⟨1/r³⟩, and the J = 1 eigenvalues are b₁/2 and −b₁ times the same factor. They coincide with J = 2 and J = 0 respectively. The four levels merge into two, with eight states at j = 3/2 and four at j = 1/2; for m₂ → ∞ and g₁ = 2 these are the Dirac levels of Stage 1. Without the singlet-triplet coupling this limit would fail.

These GHz values are first-order Breit shifts of the model. Retardation, radiative effects beyond the assigned g factors, further multiphoton exchange and particle structure remain outside them.
